# Multiplet strengths for one electron leaving an open shell

## 1. What has to be decided

Suppose the absorption of an atom with an open shell $l^N$ is to be calculated, one electron being promoted to an empty shell $l'$. The upper configuration $l^{N-1}l'$ may have dozens of LS terms. Before any large calculation is set up, one must decide which of them to keep, and whether each needs its own many-electron matrix element. If the orbitals are common to both configurations and each upper term has a definite parent, a single radial integral serves for all of them, and angular factors decide which multiplets are strong, weak or absent.

The lower term is $l^N\alpha SL$, where $\alpha$ separates repeated terms. The upper term is $l^{N-1}(\alpha_1S_1L_1)\,l'\,SL'$, with $l'=l\pm1$. The result to be derived is

$$
\mathcal S=(2S+1)(2L+1)(2L'+1)\,N\,c_p^2
\begin{Bmatrix} l&L&L_1\\ L'&l'&1\end{Bmatrix}^2
\max(l,l')\,R^2 . \tag{1}
$$

Here $p$ stands for the parent $\alpha_1S_1L_1$, $c_p$ is its parentage coefficient, and $R$ is the radial integral. The three degeneracy factors belong to the strength: without them the remaining product is not the sum over magnetic states.

## 2. Definitions and assumptions

The strength is

$$
\mathcal S=\sum_{M_SM_L}\sum_{M_S'M_L'}\sum_{q}
\left|\langle\Psi|D_q|\Phi\rangle\right|^2,\qquad
D_q=\sum_i r_q(i), \tag{2}
$$

where $\Psi$ is a lower and $\Phi$ an upper state. The components are $r_q=r\,C_q$ with $C_q=\sqrt{4\pi/3}\,Y_{1q}$, so $C_0=\cos\theta$. The charge is left out, so $\mathcal S$ is a squared length. In Rydberg atomic units the length unit is the Bohr radius $a_0$.

An orbital is $P(r)/r$ times $Y_{lm}$ times a spin function. Both configurations use the same orthonormal orbitals. Hence

$$
\langle lm|r_q|l'm'\rangle=R\,\langle lm|C_q|l'm'\rangle,\qquad
R=\int_0^\infty P_{nl}\,r\,P_{n'l'}\,dr .
$$

For reduced matrix elements the convention is

$$
\langle LM|T_q|L'M'\rangle=\langle L'M'\,1q|LM\rangle
\frac{\langle L\|T\|L'\rangle}{\sqrt{2L+1}} . \tag{3}
$$

For fixed $M$, the squares of the Clebsch-Gordan coefficients summed over $M'$ and $q$ give 1. The sum over the $2L+1$ values of $M$ then cancels the denominator:

$$
\sum_{MM'q}|\langle LM|T_q|L'M'\rangle|^2=|\langle L\|T\|L'\rangle|^2. \tag{4}
$$

## 3. Separating the last electron of the lower state

Expand $\Psi$ in the orbitals of electron $N$. The coefficients are functions of electrons $1,\dots,N-1$, still antisymmetric among themselves, so they can be expanded in the terms of $l^{N-1}$. Coupling each such term to electron $N$ gives

$$
|l^N\alpha SL\rangle=\sum_p c_p\,|(l^{N-1}p,\;l_N)SL\rangle,
\qquad \sum_p c_p^2=1 . \tag{5}
$$

Only total $S$ and $L$ equal to those of $\Psi$ appear, because different total angular momenta are orthogonal. The $c_p$ do not depend on $M_S$ or $M_L$: a ladder operator multiplies both sides by the same factor. They are chosen real.

A single product in (5) is antisymmetric in the first $N-1$ electrons but in general not in all $N$. The coefficients $c_p$ make the sum fully antisymmetric. The number $c_p^2$ is the probability of finding electrons $1,\dots,N-1$ in parent $p$.

## 4. The upper state and the factor N

Let $X_k$ be the coupled product in which electron $k$ occupies $l'$ and the others, in increasing order, form the parent $p$. Moving electron $k$ from its place to the end takes $N-k$ interchanges, so the antisymmetric state is

$$
\Phi=\frac1{\sqrt N}\sum_{k=1}^N(-1)^{N-k}X_k . \tag{6}
$$

For $j\ne k$, electron $k$ is in $l'$ in $X_k$ but in $l$ in $X_j$. These orbitals are orthogonal, so $\langle X_j|X_k\rangle=0$. The norm of $\Phi$ is therefore $N\cdot(1/N)=1$.

In $\langle\Psi|D_q|X_k\rangle$, rename the electrons so that $X_k$ becomes $X_N$. The operator $D_q$ is unchanged, and $\Psi$ acquires the factor $(-1)^{N-k}$, which cancels the sign in (6). All $N$ terms are equal:

$$
\langle\Psi|D_q|\Phi\rangle=\frac{N}{\sqrt N}\langle\Psi|D_q|X_N\rangle
=\sqrt N\,\langle\Psi|D_q|X_N\rangle . \tag{7}
$$

In $X_N$ electron $N$ is in $l'$, while in $\Psi$ every electron is in $l$. A term $r_q(i)$ with $i<N$ leaves electron $N$ untouched and gives zero by orthogonality. Only $r_q(N)$ remains. It does not act on the other electrons, so the parent in (5) must be the parent of $X_N$:

$$
\langle\Psi|D_q|\Phi\rangle=\sqrt N\,c_p\,
\langle(p,l)SLM|r_q(N)|(p,l')SL'M'\rangle . \tag{8}
$$

The operator does not act on spin. The spin functions, both coupled from $S_1$ and $\tfrac12$, therefore give $\delta_{SS'}\delta_{M_SM_S'}$. This is why the upper spin was written as $S$ from the start.

Closed shells present in both configurations change nothing. Write each state in determinants, with the core orbitals last. A lower determinant contains no $l'$ orbital and an upper one contains one. A one-electron operator connects determinants that differ in at most one orbital, and here that difference is already used by $l'\to l$. The core orbitals must match, and they add neither a term nor a relative sign.

## 5. The 6j symbol

What remains is an operator on the second part of a coupled system. Let $T_q$ act on the electron and not on $L_1$. Consider

$$
B=\sum_{M'q}\langle L'M'\,1q|LM\rangle\,
\langle(L_1l)LM|\,T_q\,|(L_1l')L'M'\rangle .
$$

First evaluate it with (3). The coefficient appears twice, and its squares sum to 1:

$$
B=\frac{\langle L\|T\|L'\rangle}{\sqrt{2L+1}} . \tag{9}
$$

Next expand both coupled states in products and apply (3) to the single electron:

$$
B=\frac{\langle l\|T\|l'\rangle}{\sqrt{2l+1}}\;W, \tag{10}
$$

$$
\begin{aligned}
W=\sum\;&\langle L'M'\,1q|LM\rangle\,\langle L_1M_1\,l'm'|L'M'\rangle\\
&\times\langle l'm'\,1q|lm\rangle\,\langle L_1M_1\,lm|LM\rangle ,
\end{aligned}
$$

with the sum over all magnetic numbers except $M$. This is the overlap of two normalized states of three angular momenta $L_1$, $l'$ and $1$. In one, $L_1$ and $l'$ are coupled first, to $L'$. In the other, $l'$ and $1$ are coupled first, to $l$. The 6j symbol is defined by this overlap:

$$
W=(-1)^{L_1+l'+1+L}\sqrt{(2L'+1)(2l+1)}
\begin{Bmatrix}L_1&l'&L'\\1&L&l\end{Bmatrix}. \tag{11}
$$

A 6j symbol is unchanged when columns are permuted, or when upper and lower entries are exchanged in two columns. Put the columns in the order third, second, first, then exchange the entries of the first two. The symbol becomes the one in (1). Equating (9) and (10), the factor $\sqrt{2l+1}$ cancels:

$$
\langle L\|T\|L'\rangle=(-1)^{L_1+l'+1+L}\sqrt{(2L+1)(2L'+1)}
\begin{Bmatrix}l&L&L_1\\L'&l'&1\end{Bmatrix}\langle l\|T\|l'\rangle . \tag{12}
$$

Physically, the photon acts on one electron, but the strength is sorted by the total $L'$. The 6j symbol translates between these two descriptions.

## 6. The one-electron factor

By (4), $|\langle l\|C\|l'\rangle|^2$ is the sum of $|\langle lm|C_q|l'm'\rangle|^2$ over $m,m',q$. The sum over $q$ equals the sum over the Cartesian components of the unit vector. Complete shells are carried into themselves by rotation, so the three components contribute equally, and three times the $\cos\theta$ part suffices.

Let $\lambda=\max(l,l')$; the other value is $\lambda-1$. For $m\ge0$ the Legendre recurrence is

$$
(2\lambda-1)\,x\,P_{\lambda-1}^m=(\lambda-m)P_\lambda^m+(\lambda+m-1)P_{\lambda-2}^m ,
$$

so $xP_{\lambda-1}^m$ contains $P_\lambda^m$ with coefficient $(\lambda-m)/(2\lambda-1)$. The ratio of the normalization constants of $Y_{\lambda-1,m}$ and $Y_{\lambda m}$ is

$$
\sqrt{\frac{(2\lambda-1)(\lambda+m)}{(2\lambda+1)(\lambda-m)}} .
$$

The product of the two, squared, is

$$
|\langle\lambda m|\cos\theta|\lambda-1,m\rangle|^2
=\frac{\lambda^2-m^2}{4\lambda^2-1} .
$$

Complex conjugation gives the same value for $-m$. With $\sum m^2=(\lambda-1)\lambda(2\lambda-1)/3$ over $|m|\le\lambda-1$,

$$
\sum_m(\lambda^2-m^2)=\lambda^2(2\lambda-1)-\frac{(\lambda-1)\lambda(2\lambda-1)}3
=\frac{\lambda(4\lambda^2-1)}3 .
$$

Multiplying by $3/(4\lambda^2-1)$ gives

$$
|\langle l\|C\|l'\rangle|^2=\lambda=\max(l,l') . \tag{13}
$$

## 7. Assembling the strength

Put (12), with $T_q=r_q$, into (8) and sum the squares. By (4) the orbital sum gives the squared reduced element. The spin sum $\sum\delta_{M_SM_S'}$ gives $2S+1$. Thus

$$
\mathcal S=(2S+1)\,N c_p^2\,(2L+1)(2L'+1)
\begin{Bmatrix}l&L&L_1\\L'&l'&1\end{Bmatrix}^2
|\langle l\|C\|l'\rangle|^2R^2 ,
$$

and (13) turns this into (1). The phase in (12) has disappeared because a single parent is involved.

The numerical check checks (1) against sums over Slater determinants for p and d shells, including multiplets of zero strength and the repeated $^2D$ term of $d^3$.

## 8. Sum rules and two limits

The numbers $\sqrt{(2L'+1)(2l+1)}$ times the 6j symbol are, up to sign, the components of one normalized state in the complete orthonormal set labelled by $L'$. Their squares sum to 1, so

$$
\sum_{L'}(2L'+1)\begin{Bmatrix}l&L&L_1\\L'&l'&1\end{Bmatrix}^2=\frac1{2l+1} . \tag{14}
$$

This holds for any parent with $c_p\neq0$, since $L_1$ and $l$ can then couple to $L$. All upper terms built on one parent together receive

$$
\mathcal S_p=(2S+1)(2L+1)\,N c_p^2\,\frac{\max(l,l')}{2l+1}R^2 , \tag{15}
$$

and summing over parents replaces $c_p^2$ by 1. The parentage coefficient fixes how much strength a parent receives; the 6j symbol fixes how that share is divided among the values of $L'$.

For $N=1$ the parent is the empty shell: $L_1=0$, $c_p=1$, $L=l$ and $L'=l'$. Equation (15) gives $2\max(l,l')R^2$, which is the angular factor (13) times $R^2$, counted for two spin directions.

For a full shell, $N=4l+2$ and $S=L=0$. The shell with one hole has a single term, so again $c_p=1$, and (15) gives $(4l+2)\max(l,l')R^2/(2l+1)=2\max(l,l')R^2$. All of it goes to the upper term with $L'=1$, because a dipole operator connects $L=0$ to $L'=1$ alone.

## 9. Where the formula stops

**Mixed parents.** Electron repulsion can mix upper terms that have the same $S$ and $L'$ but different parents. For an upper state $\sum_p a_p\Phi_p$, amplitudes must be added before squaring:

$$
\begin{aligned}
\mathcal S={}&(2S+1)(2L+1)(2L'+1)N\max(l,l')R^2\\
&\times\left|\sum_p a_p c_p(-1)^{L_1}
\begin{Bmatrix}l&L&L_1\\L'&l'&1\end{Bmatrix}\right|^2 .
\end{aligned} \tag{16}
$$

The sign $(-1)^{L_1}$ from (12) now matters; the rest of that phase is common to all parents. The signs of the $c_p$ matter too, and must refer to the same parent states as the $a_p$. If the mixed states form a complete orthonormal set for given $S$ and $L'$, the sum of their strengths equals the sum of the unmixed ones, because a unitary change of basis preserves the length of the vector of amplitudes.

**Relaxed orbitals.** If the two configurations are optimized separately, their orbitals are not mutually orthonormal. For the open shell alone the steps after (7) survive. Orbitals of $l$ and $l'$ stay orthogonal through their angular parts, so the terms $r_q(i)$ with $i<N$ still vanish, and different parents stay orthogonal through their spin and angular parts. What changes is the overlap of a lower parent with the same upper parent. Each of its $N-1$ electrons contributes $s=\int_0^\infty P_{nl}\bar P_{nl}\,dr$, where $\bar P_{nl}$ is the radial function in the upper configuration. Equation (1) is therefore multiplied by $s^{2(N-1)}$, and $R$ is taken between the lower $P_{nl}$ and the upper $P_{n'l'}$. With closed shells present, the core orbitals contribute further overlap factors. A lower orbital can also overlap a different upper orbital of the same angular momentum, for example a core orbital of angular momentum $l'$ and the upper $n'l'$ orbital. The argument of Section 4 that the core orbitals must match then fails, and additional dipole terms appear.

**Other couplings and occupations.** If spin-orbit coupling mixes LS terms, (1) no longer describes the individual mixed states. If $l'$ already holds electrons, (6) is not the right upper state, and parentage coefficients of the $l'$ shell enter as well.

## 10. Worked example: $2p^3\,{}^2D\to2p^2\,3d$

The model uses hydrogenic orbitals with a common charge $Z=4$. It leaves out electron repulsion, relaxation and mixing of parents, so the numbers illustrate the formula and do not predict the spectrum of a real atom.

**Parentage.** Three p electrons cannot have $M_L=3$, since only two can have $m=1$. With $M_L=2$ and $M_S=\tfrac12$ there is one determinant, $\{1^+,1^-,0^+\}$, where the number is $m$ and the sign is that of $m_s$. No state has $M_L=2$ and larger $M_S$, so this is the top state of $^2D$.

Expanding the determinant along its last electron gives three orthogonal parts, each of weight $\tfrac13$:

- Last electron in $0^+$: the pair $\{1^+,1^-\}$ has $M_L=2$ and is pure $^1D$.
- Last electron in $1^-$: the pair $\{1^+,0^+\}$ has $M_S=1$ and is pure $^3P$.
- Last electron in $1^+$: the pair is $\{1^-,0^+\}$. Lowering the spin of $\{1^+,0^+\}$ gives the $^3P$ state $(\{1^-,0^+\}+\{1^+,0^-\})/\sqrt2$. The orthogonal combination is $^1D$. The pair is therefore half $^3P$ and half $^1D$.

Each parent has $c_p^2=\tfrac13+\tfrac16=\tfrac12$. The parent $^1S$ has weight zero, since $L_1=0$ and $l=1$ cannot give $L=2$.

**Radial integral.** The functions are

$$
P_{2p}=\frac{\sqrt Z(Zr)^2e^{-Zr/2}}{2\sqrt6},\qquad
P_{3d}=\frac{4\sqrt Z(Zr)^3e^{-Zr/3}}{81\sqrt{30}} .
$$

With $x=Zr$, and $\int_0^\infty x^6e^{-5x/6}dx=720\,(6/5)^7$,

$$
R=\frac1Z\,\frac{4}{81\sqrt{30}\cdot2\sqrt6}\;720\left(\frac65\right)^7a_0=1.187\,a_0,
\qquad R^2=1.409\,a_0^2 .
$$

**Strengths.** The factors common to all six multiplets are $(2S+1)(2L+1)Nc_p^2\max(l,l')=2\cdot5\cdot3\cdot\tfrac12\cdot2=30$. Therefore $\mathcal S/R^2=30\,(2L'+1)\{\cdots\}^2$.

For parent $^3P$ the squared 6j symbols are $1/900$, $1/100$ and $1/25$ for $L'=1,2,3$:

- $^2P$: $30\cdot3/900=0.1$, so $\mathcal S=0.141\,a_0^2$.
- $^2D$: $30\cdot5/100=1.5$, so $\mathcal S=2.113\,a_0^2$.
- $^2F$: $30\cdot7/25=8.4$, so $\mathcal S=11.835\,a_0^2$.

For parent $^1D$ they are $1/100$, $7/300$ and $2/75$:

- $^2P$: $30\cdot3/100=0.9$, so $\mathcal S=1.268\,a_0^2$.
- $^2D$: $30\cdot5\cdot7/300=3.5$, so $\mathcal S=4.931\,a_0^2$.
- $^2F$: $30\cdot7\cdot2/75=5.6$, so $\mathcal S=7.890\,a_0^2$.

The terms $(^1D)3d\,{}^2S$ and $^2G$ also exist, but $L=2$ and a dipole operator cannot reach $L'=0$ or $4$. The term $(^1S)3d\,{}^2D$ passes the selection rules and has zero strength only because its parent has $c_p=0$.

Each parent collects $10R^2=14.09\,a_0^2$, as (15) requires for equal $c_p^2$. The total is $20R^2=28.18\,a_0^2$, or $7.891\times10^{-20}\ \mathrm{m^2}$.

For the decision in Section 1, and as long as the parents are pure, the $(^3P)3d\,{}^2P$ multiplet carries $0.1/20$, or half a percent, of the total, and the two $^2F$ multiplets carry $14/20$, or 70 percent. Mixing of the two $^2F$ terms can redistribute their $14R^2$: by (16) one mixture could take all of it and leave the other dark. A calculation of the individual $^2F$ strengths therefore needs the mixing coefficients, whereas their sum does not, as long as the mixing stays within these two terms. The same holds for the weak and the dark terms. The weak $^2P$ can borrow from $(^1D)3d\,{}^2P$, which is nine times stronger, and $(^1S)3d\,{}^2D$ can borrow from the other two $^2D$ terms. Amplitudes add before squaring, so a small admixture of a strong term can change a weak line by a large factor. Only the sums for each $L'$, namely $1R^2$, $5R^2$ and $14R^2$, are safe against mixing within the configuration. A term should be dropped for its small value of (1) only when its mixing with stronger terms of the same $S$ and $L'$ is known to be small.

## Calculated quantities

```
Direct determinant strengths against the formula (R = 1)
p^3 -> p^2 d: 36 pairs, 13 nonzero, agree to 1e-8: True
p^3 -> p^2 s: 12 pairs, 6 nonzero, agree to 1e-8: True
p^4 -> p^3 d: 54 pairs, 13 nonzero, agree to 1e-8: True
d^3 -> d^2 p: 152 pairs, 48 nonzero, agree to 1e-8: True
d^3 -> d^2 f: 264 pairs, 64 nonzero, agree to 1e-8: True
Recoupling formula, cases checked with sign: 60
Example: 2p^3 2D -> 2p^2 3d, hydrogenic orbitals
Common charge Z = 4
Radial integral R = 1.18700 a0
R^2 = 1.40896 a0^2
2D, M_L=2, M_S=1/2 is the single determinant of
  (m=1, ms=+0.5) (m=1, ms=-0.5) (m=0, ms=+0.5)
Weights when the last electron is in the orbital shown:
  (m=1, ms=+0.5): 3P 0.16667, 1D 0.16667, 1S 0.00000
  (m=1, ms=-0.5): 3P 0.33333, 1D 0.00000, 1S 0.00000
  (m=0, ms=+0.5): 3P 0.00000, 1D 0.33333, 1S 0.00000
Squared parentage coefficient, 3P: 0.50000
Squared parentage coefficient, 1D: 0.50000
Final multiplet: 6j^2; strength/R^2 formula, direct; strength
  (3P)3d 2P: 1/900; 0.10000, 0.10000; 0.1409 a0^2
  (3P)3d 2D: 1/100; 1.50000, 1.50000; 2.1134 a0^2
  (3P)3d 2F: 1/25; 8.40000, 8.40000; 11.8353 a0^2
  (1D)3d 2P: 1/100; 0.90000, 0.90000; 1.2681 a0^2
  (1D)3d 2D: 7/300; 3.50000, 3.50000; 4.9314 a0^2
  (1D)3d 2F: 2/75; 5.60000, 5.60000; 7.8902 a0^2
Subtotal for parent 3P: 14.0896 a0^2
Subtotal for parent 1D: 14.0896 a0^2
Total strength, added up: 28.1793 a0^2
Total strength, sum rule: 28.1793 a0^2
Total strength, converted: 7.8910 x 1e-20 m^2
```
